# The MacPherson–Srolovitz growth law for grains in three dimensions: test program

```python
"""
Result under test: volume rate of a grain in an isotropic polycrystal,
    dV/dt = -2 pi M gamma (L - e/6)
V     grain volume            M      boundary mobility
gamma boundary energy         e      total length of triple lines on the grain
L     mean width = 2 * <integral of Euler characteristic of plane sections>,
      the average being over plane directions; for a convex body this equals
      4 * <support function>, so a ball of radius R has L = 4R.
The law rests on 2 pi L = integral(H dA) + sum over edges of integral(turning dl),
with H the sum of principal curvatures and turning = pi/3 at 120-degree lines.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

PI = np.pi


def sphere_grid(n):
    """Unit vectors and weights (summing to one) for averages over directions."""
    c, w = np.polynomial.legendre.leggauss(n)
    phi = (np.arange(2 * n) + 0.5) * PI / n
    s = np.sqrt(1 - c**2)
    u = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                  np.outer(c, np.ones(2 * n))], axis=-1).reshape(-1, 3)
    return u, np.repeat(w / (4 * n), 2 * n)


# ---- Edge average: <|u.tau| * corner angle in the section> = turning / 2
u, w = sphere_grid(200)
edge_average = {}
for turning in (PI / 3, PI / 2, 2.0):
    n1 = np.array([1.0, 0.0, 0.0])
    n2 = np.array([np.cos(turning), np.sin(turning), 0.0])
    p1 = n1 - (u @ n1)[:, None] * u
    p2 = n2 - (u @ n2)[:, None] * u
    corner = np.arctan2(np.linalg.norm(np.cross(p1, p2), axis=1),
                        np.sum(p1 * p2, axis=1))
    edge_average[turning] = np.sum(w * np.abs(u[:, 2]) * corner)
    # quadrature error near directions where the corner angle jumps
    assert abs(edge_average[turning] - turning / 2) < 2e-3

# ---- Smooth faces with unequal principal curvatures: ellipsoid
axes = np.array([1.0, 1.5, 2.5])
L_ellipsoid = 4 * np.sum(w * np.linalg.norm(u * axes, axis=1))
g = u / axes
g_norm = np.linalg.norm(g, axis=1)
H_ell = np.sum(1 / axes**2) / g_norm - np.sum(g**2 / axes**2, axis=1) / g_norm**3
H_int_ellipsoid = 4 * PI * np.sum(w * H_ell * np.prod(axes) * g_norm)
assert abs(H_int_ellipsoid / (2 * PI * L_ellipsoid) - 1) < 1e-6

# ---- Non-convex body with a hole and a re-entrant edge: stepped ring.
# L is found from Euler characteristics of plane sections of a cell complex:
# a plane cuts a d-dimensional cell in a (d-1)-dimensional one.
m = 96
angles = 2 * PI * np.arange(m) / m
points = np.zeros((3, 3, m, 3))
for i, radius in enumerate((1.0, 2.0, 3.0)):
    for j, height in enumerate((0.0, 1.0, 2.0)):
        points[i, j, :, 0] = radius * np.cos(angles)
        points[i, j, :, 1] = radius * np.sin(angles)
        points[i, j, :, 2] = height
points = points.reshape(-1, 3)
cells = {1: set(), 2: set(), 3: set()}
choices = ((0,), (1,), (0, 1))
for (i, j) in ((0, 0), (1, 0), (0, 1)):
    for k in range(m):
        for pick in itertools.product(choices, repeat=3):
            dim = sum(len(p) == 2 for p in pick)
            if dim:
                ids = [((i + a) * 3 + j + b) * m + (k + c) % m
                       for a, b, c in itertools.product(*pick)]
                cells[dim].add(tuple(sorted(ids)))
cells = {d: np.array(sorted(s)) for d, s in cells.items()}
c_nodes, c_weights = np.polynomial.legendre.leggauss(160)
c_nodes, c_weights = (c_nodes + 1) / 2, c_weights / 2
L_ring = 0.0
for c, wc in zip(c_nodes, c_weights):
    for q in range(4):
        az = (q + 0.5) / 4 * 2 * PI / m
        s = np.sqrt(1 - c * c)
        level = points @ np.array([s * np.cos(az), s * np.sin(az), c])
        for d, ids in cells.items():
            span = level[ids]
            L_ring += 2 * wc / 4 * (-1)**(d - 1) * np.sum(
                span.max(axis=1) - span.min(axis=1))
walls = ((3, 1, 1), (2, 1, 1), (1, -1, 2))            # radius, sign of H, height
rims = ((1, 1), (1, 1), (2, 1), (3, 1), (3, 1), (2, -1))  # radius, sign of turning
ring_curvature = sum(sg / r * 2 * PI * r * h for r, sg, h in walls)
ring_turning = sum(sg * PI / 2 * 2 * PI * r for r, sg in rims)
L_ring_formula = (ring_curvature + ring_turning) / (2 * PI)
# tolerance covers the 96-sided polygon and the direction grid
assert abs(L_ring / L_ring_formula - 1) < 5e-3

# ---- Sum rule for a space-filling cell: truncated octahedron, L = e/6
octa = np.array(sorted({p for a in (-1, 1) for b in (-2, 2)
                        for p in itertools.permutations((0, a, b))}), float)
dist = np.linalg.norm(octa[:, None] - octa[None], axis=2)
e_octa = dist[np.abs(dist - np.sqrt(2)) < 1e-9].sum() / 2
u_mid, w_mid = sphere_grid(80)
L_octa = 4 * np.sum(w_mid * (u_mid @ octa.T).max(axis=1))
assert len(octa) == 24 and abs(L_octa / (e_octa / 6) - 1) < 1e-3

# ---- Four-faced grain: intersection of four balls centred on a tetrahedron
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(8)


def tetra_grain(radius, spacing):
    """Volume and surface area from the radial function."""
    centres = corners * spacing
    proj = u @ centres.T
    root = np.sqrt(proj**2 - np.sum(centres[0]**2) + radius**2)
    face = np.argmin(proj + root, axis=1)
    rows = np.arange(len(u))
    r, q = (proj + root)[rows, face], root[rows, face]
    return 4 * PI * np.sum(w * r**3) / 3, 4 * PI * np.sum(w * r**2 * radius / q)


rho = 100.0                                            # nm
centres = corners * rho
V_grain, A_grain = tetra_grain(rho, rho)
arcs, e_grain = [], 0.0
for i, j in itertools.combinations(range(4), 2):
    k, l = [x for x in range(4) if x not in (i, j)]
    mid = (centres[i] + centres[j]) / 2
    a, b = centres[k] - mid, centres[l] - mid
    full = np.arccos(a @ b / (a @ a))
    t = np.linspace(0, 1, 201)[:, None]
    arc = mid + (np.sin((1 - t) * full) * a + np.sin(t * full) * b) / np.sin(full)
    n_i, n_j = (arc - centres[i]) / rho, (arc - centres[j]) / rho
    assert np.allclose(np.linalg.norm(n_i, axis=1), 1)
    turn = np.arccos(np.sum(n_i * n_j, axis=1))
    assert np.allclose(turn, PI / 3)                   # dihedral angle 120 degrees
    e_grain += np.sum(np.linalg.norm(np.diff(arc, axis=0), axis=1))
    arcs.append(arc)
dihedral = 180 - np.degrees(turn.mean())
arcs = np.concatenate(arcs)
support = (u_mid @ arcs.T).max(axis=1)
for centre in centres:
    touch = centre + rho * u_mid
    inside = np.all(np.linalg.norm(touch[:, None] - centres[None], axis=2)
                    <= rho * (1 + 1e-12), axis=1)
    support = np.where(inside, np.maximum(support, np.sum(touch * u_mid, axis=1)),
                       support)
L_grain = 4 * np.sum(w_mid * support)

step = 1e-3 * rho                                      # normal shift of every face
dV_dshift = (tetra_grain(rho + step, rho)[0]
             - tetra_grain(rho - step, rho)[0]) / (2 * step)
rate_direct = -(2 / rho) * dV_dshift                   # divided by M*gamma, in nm
rate_law = -2 * PI * (L_grain - e_grain / 6)
assert abs(dV_dshift / A_grain - 1) < 1e-3             # edges add no first-order volume
assert abs(rate_law / rate_direct - 1) < 1e-3

# ---- Lens-shaped grain on a flat boundary, evolved by curvature flow.
# Unit length: initial cap radius; unit time: (cap radius)^2 / (M gamma).
N = 150
xi = np.linspace(0, 1, N + 1)
root3 = np.sqrt(3.0)


def lens_flow(time, state):
    a, z = state[0], np.append(state[1:], 0.0)
    dr = a / N
    ext = np.concatenate(([z[1]], z, [z[-2] - 2 * dr * root3]))  # 60-degree slope
    z_r = (ext[2:] - ext[:-2]) / (2 * dr)
    z_rr = (ext[2:] - 2 * z + ext[:-2]) / dr**2
    ring = np.append(z_rr[0], z_r[1:] / (a * xi[1:]))
    speed = z_rr / (1 + z_r**2) + ring
    a_dot = speed[-1] / root3
    return np.append(a_dot, (speed + xi * a_dot * z_r)[:-1])


a0 = root3 / 2
z_start = np.sqrt(1 - (a0 * xi)**2) - 0.5
flow = solve_ivp(lens_flow, (0, 0.08), np.append(a0, z_start[:-1]), method="BDF",
                 rtol=1e-8, atol=1e-10, dense_output=True)
assert flow.success


def lens_volume(time):
    state = flow.sol(time)
    return 4 * PI * state[0]**2 * simpson(np.append(state[1:], 0.0) * xi, x=xi)


def lens_measures(time):
    state = flow.sol(time)
    a, z = state[0], np.append(state[1:], 0.0)
    assert np.diff(z, 2).max() < 0                     # convex, support function valid
    fine = np.linspace(0, 1, 3001)
    zf = CubicSpline(xi, z)(fine)
    h = [np.max(a * fine * np.sqrt(1 - c * c) + zf * c) for c in c_nodes]
    return 4 * np.dot(c_weights, h), 2 * PI * a, z[0] / a


t_test, dt = 0.05, 5e-4
lens_rate_flow = (lens_volume(t_test + dt) - lens_volume(t_test - dt)) / (2 * dt)
L_lens, e_lens, aspect_late = lens_measures(t_test)
L_lens0, e_lens0, aspect_start = lens_measures(0.0)
lens_rate_law = -2 * PI * (L_lens - e_lens / 6)
lens_rate0 = -2 * PI * (L_lens0 - e_lens0 / 6)
assert abs(lens_rate0 / (-4 * PI) - 1) < 1e-3          # two caps, H = 2, area pi each
# tolerance covers second-order grid error of the moving-boundary flow
assert abs(lens_rate_law / lens_rate_flow - 1) < 5e-3
V_lens0 = lens_volume(0.0)
t_half = brentq(lambda t: lens_volume(t) - V_lens0 / 2, 0.01, 0.08)
t_half_fixed_shape = 1.5 * V_lens0 / abs(lens_rate0) * (1 - 0.5**(2 / 3))

# ---- Copper example, rough typical parameters
gamma = 0.6                                            # J/m^2
mobility = 1e-15                                       # m^4/(J s)
temperature = 473.0                                    # K
M_gamma = mobility * gamma * 1e18                      # nm^2/s
dVdt = M_gamma * rate_law                              # nm^3/s
life = 1.5 * V_grain / abs(dVdt)                       # s, if the shape were kept
r_sphere = (3 * V_grain / (4 * PI))**(1 / 3)
dVdt_sphere = -8 * PI * M_gamma * r_sphere


# ---- Size of neglected effects
def relative_rate(ratio):
    """Rate at equal volume when the outer boundaries have energy ratio*gamma."""
    def scaled(s):
        vol, area = tetra_grain(1.0, s)
        return 2 * area / vol**(1 / 3)
    return scaled(ratio) / scaled(1.0)


low, high = relative_rate(0.8), relative_rate(1.2)
assert low > 1 > high
drag_number = 20.0                     # line mobility * rho / boundary mobility, rough
drag_ratio = 1 + 2 / (drag_number * np.cos(PI / 6))
drag_rate = relative_rate(drag_ratio)
capillary = 2 * gamma / (rho * 1e-9) / 1e6             # MPa
modulus_gap, strain = 150e9, 2e-3                      # Pa, biaxial (111) minus (100)
strain_force = modulus_gap * strain**2 / 1e6
surface_gap, thickness = 0.1, 500.0                    # J/m^2, nm
surface_force = 2 * surface_gap / (thickness * 1e-9) / 1e6
shear, burgers, density = 45e9, 0.256e-9, 1e15         # Pa, m, 1/m^2
dislocation_force = 0.5 * shear * burgers**2 * density / 1e6
boundary_width = 1.0                                   # nm
thermal = constants.k * temperature / (gamma * (rho * 1e-9)**2)

print(f"Edge average, turning pi/3: {edge_average[PI/3]:.5f} rad; half turning {PI/6:.5f} rad")
print(f"Ellipsoid 1,1.5,2.5: int H dA = {H_int_ellipsoid:.5f}, 2 pi L = {2*PI*L_ellipsoid:.5f} (length units)")
print(f"Stepped ring: L from sections {L_ring:.4f}, from curvature {L_ring_formula:.4f} (length units)")
print(f"Truncated octahedron: L = {L_octa:.4f}, e/6 = {e_octa/6:.4f} (length units)")
print(f"Grain face radius: {rho:.0f} nm")
print(f"Grain dihedral angle: {dihedral:.3f} degrees")
print(f"Grain volume: {V_grain:.4e} nm^3")
print(f"Grain surface area: {A_grain:.4e} nm^2")
print(f"Integral of H dA: {2*A_grain/rho:.2f} nm")
print(f"Mean width L: {L_grain:.2f} nm")
print(f"Triple-line length e: {e_grain:.2f} nm; e/6 = {e_grain/6:.2f} nm")
print(f"L - e/6: {L_grain-e_grain/6:.2f} nm")
print(f"(dV/dt)/(M gamma), law: {rate_law:.2f} nm; displaced faces: {rate_direct:.2f} nm")
print(f"Boundary energy: {gamma} J/m^2; mobility: {mobility:.1e} m^4/(J s)")
print(f"Temperature: {temperature:.0f} K; M gamma: {M_gamma:.0f} nm^2/s")
print(f"dV/dt of grain: {dVdt:.4e} nm^3/s = {dVdt*1e-27:.4e} m^3/s")
print(f"Gain of each of four neighbours: {-dVdt/4:.4e} nm^3/s")
print(f"Fixed-shape shrinkage time: {life:.2f} s")
print(f"Equal-volume sphere: radius {r_sphere:.2f} nm, dV/dt {dVdt_sphere:.4e} nm^3/s")
print(f"Ratio grain rate / sphere rate: {dVdt/dVdt_sphere:.3f}")
scale_t = rho**2 / M_gamma
print(f"Lens, cap radius {rho:.0f} nm: initial volume {V_lens0*rho**3:.4e} nm^3")
print(f"Lens start: L {L_lens0*rho:.2f} nm, e {e_lens0*rho:.2f} nm, dV/dt {lens_rate0*rho*M_gamma:.4e} nm^3/s")
print(f"Lens at {t_test*scale_t:.3f} s: L {L_lens*rho:.2f} nm, e {e_lens*rho:.2f} nm")
print(f"Lens half-height/line radius: start {aspect_start:.4f}, later {aspect_late:.4f}")
print(f"Lens later dV/dt: law {lens_rate_law*rho*M_gamma:.4e}, flow {lens_rate_flow*rho*M_gamma:.4e} nm^3/s")
print(f"Lens half-volume time: flow {t_half*scale_t:.3f} s, fixed-shape estimate {t_half_fixed_shape*scale_t:.3f} s")
print(f"Outer boundary energy x0.8: rate x{low:.3f}; x1.2: rate x{high:.3f} (equal volume)")
print(f"Triple-line drag number {drag_number:.0f}: effective energy ratio {drag_ratio:.3f}, rate x{drag_rate:.3f}")
print(f"Capillary driving pressure 2 gamma/rho: {capillary:.2f} MPa")
print(f"Strain-energy pressure: {strain_force:.2f} MPa (strain {strain}, modulus gap {modulus_gap/1e9:.0f} GPa)")
print(f"Surface-energy pressure: {surface_force:.2f} MPa (gap {surface_gap} J/m^2, film {thickness:.0f} nm)")
print(f"Dislocation pressure: {dislocation_force:.2f} MPa (density {density:.0e} 1/m^2)")
print(f"Dislocation inputs: shear modulus {shear/1e9:.0f} GPa, Burgers vector {burgers*1e9:.3f} nm")
print(f"Boundary width {boundary_width:.0f} nm / face radius: {boundary_width/rho:.3f}")
print(f"Thermal energy / (gamma rho^2): {thermal:.2e}")
print("all assertions hold")
```

Running it gives:

```
Edge average, turning pi/3: 0.52361 rad; half turning 0.52360 rad
Ellipsoid 1,1.5,2.5: int H dA = 43.59249, 2 pi L = 43.59249 (length units)
Stepped ring: L from sections 12.5643, from curvature 12.5664 (length units)
Truncated octahedron: L = 8.4854, e/6 = 8.4853 (length units)
Grain face radius: 100 nm
Grain dihedral angle: 120.000 degrees
Grain volume: 4.2216e+05 nm^3
Grain surface area: 2.9755e+04 nm^2
Integral of H dA: 595.09 nm
Mean width L: 201.32 nm
Triple-line length e: 639.62 nm; e/6 = 106.60 nm
L - e/6: 94.71 nm
(dV/dt)/(M gamma), law: -595.09 nm; displaced faces: -595.10 nm
Boundary energy: 0.6 J/m^2; mobility: 1.0e-15 m^4/(J s)
Temperature: 473 K; M gamma: 600 nm^2/s
dV/dt of grain: -3.5706e+05 nm^3/s = -3.5706e-22 m^3/s
Gain of each of four neighbours: 8.9264e+04 nm^3/s
Fixed-shape shrinkage time: 1.77 s
Equal-volume sphere: radius 46.54 nm, dV/dt -7.0176e+05 nm^3/s
Ratio grain rate / sphere rate: 0.509
Lens, cap radius 100 nm: initial volume 1.3090e+06 nm^3
Lens start: L 290.69 nm, e 544.14 nm, dV/dt -7.5398e+05 nm^3/s
Lens at 0.833 s: L 242.23 nm, e 456.96 nm
Lens half-height/line radius: start 0.5774, later 0.5423
Lens later dV/dt: law -6.2608e+05, flow -6.2595e+05 nm^3/s
Lens half-volume time: flow 0.959 s, fixed-shape estimate 0.964 s
Outer boundary energy x0.8: rate x1.215; x1.2: rate x0.758 (equal volume)
Triple-line drag number 20: effective energy ratio 1.115, rate x0.864
Capillary driving pressure 2 gamma/rho: 12.00 MPa
Strain-energy pressure: 0.60 MPa (strain 0.002, modulus gap 150 GPa)
Surface-energy pressure: 0.40 MPa (gap 0.1 J/m^2, film 500 nm)
Dislocation pressure: 1.47 MPa (density 1e+15 1/m^2)
Dislocation inputs: shear modulus 45 GPa, Burgers vector 0.256 nm
Boundary width 1 nm / face radius: 0.010
Thermal energy / (gamma rho^2): 1.09e-06
all assertions hold
```
